\section*{The Pb-centre hyperfine splitting at the magic angle}

\section{The belief}

\textbf{Q.} I want the isotropic hyperfine coupling of the $P_b$ centre, the silicon dangling bond at the Si(111)/SiO$_2$ interface. The bond points along the surface normal. When the unpaired electron sits on a $^{29}$Si nucleus, the resonance is a doublet. As example values I take a splitting of $A_\parallel=156$~G for the field along the bond and $A_\perp=91$~G across it. If I turn the field to $54.7^\circ$ from the bond, the dipolar term $3\cos^2\theta-1$ vanishes. The splitting must then be the isotropic average,
\begin{equation}
A_{\rm iso}=\frac{A_\parallel+2A_\perp}{3}=\frac{156+182}{3}\ {\rm G}=112.7\ {\rm G}.
\end{equation}
One spectrum at one angle gives me the number.

\textbf{A.} Your average is right, and so is the zero of $3\cos^2\theta-1$. What does not follow is that the splitting equals the average. Which direction do you take the nuclear spin to be quantized along?

\textbf{Q.} Along the applied field, like the electron.

\textbf{A.} That is the assumption to examine. Let me fix conventions first. The electron and the nucleus both have spin $1/2$, the defect does not rotate, and for now $g$ is isotropic. I divide every energy by $g\mu_B$, so that couplings are in gauss. With $\mathbf b$ the unit vector along the field $B$,
\begin{equation}
H=B\,\mathbf b\cdot\mathbf S+\mathbf S\cdot\mathsf A\cdot\mathbf I+n\,\mathbf b\cdot\mathbf I,
\qquad n=\frac{|g_n|\mu_N B}{g\mu_B}.
\label{eq:H}
\end{equation}
The nuclear term is $-g_n\mu_N B\,\mathbf b\cdot\mathbf I$ before the division. It appears with a plus sign because $g_n$ of $^{29}$Si is negative; the numbers below use the rounded input $g_n=-1.11$. The tensor $\mathsf A$ is axial about the bond, and we write
\begin{equation}
A_\parallel=A_{\rm iso}+2T,\qquad A_\perp=A_{\rm iso}-T .
\end{equation}
Subtracting gives $T=(A_\parallel-A_\perp)/3=65/3=21.67$~G. I take $A_\parallel$ and $A_\perp$ to have the same sign, as your average does. With a negative $g_n$ and positive spin density both are in fact negative, but reversing both signs leaves the splittings unchanged, so I use their magnitudes.

\section{What the nucleus sees}

\textbf{Q.} The electron, at least, is quantized along $\mathbf b$?

\textbf{A.} To first order, yes. At 9.4~GHz and $g=2.0063$ the resonance field without hyperfine coupling is $B_0=h\nu/(g\mu_B)=3347$~G, far above the coupling. So replace $\mathbf S$ by $m_S\mathbf b$ with $m_S=\pm\frac12$. The hyperfine term becomes
\begin{equation}
m_S\,\mathbf h\cdot\mathbf I,\qquad \mathbf h=\mathsf A\cdot\mathbf b .
\end{equation}
The nucleus sees a field along $\mathbf h$, and $\mathbf h$ is parallel to $\mathbf b$ only if $\mathbf b$ is a principal axis of $\mathsf A$. Resolve $\mathbf b$ into $\cos\theta$ along the bond and $\sin\theta$ across it. Then $\mathbf h$ has components $A_\parallel\cos\theta$ and $A_\perp\sin\theta$. Its projection on the field is
\begin{align}
A_{zz}=\mathbf b\cdot\mathbf h&=A_\parallel\cos^2\theta+A_\perp\sin^2\theta\nonumber\\
&=A_{\rm iso}+T(2\cos^2\theta-\sin^2\theta)
=A_{\rm iso}+T(3\cos^2\theta-1),
\end{align}
and its component perpendicular to the field, in the plane of bond and field, has magnitude
\begin{equation}
h_\perp=(A_\parallel-A_\perp)\sin\theta\cos\theta=3T\sin\theta\cos\theta .
\end{equation}

\textbf{Q.} So my zero belongs to the projection, and there is a transverse part that I dropped.

\textbf{A.} At the magic angle $\cos\theta=1/\sqrt3$ and $\sin\theta=\sqrt{2/3}$, so $\sin\theta\cos\theta=\sqrt2/3$ and $h_\perp=\sqrt2\,T=30.6$~G. The hyperfine vector is tilted from the applied field by $\arctan(30.64/112.67)=15.2^\circ$.

\textbf{Q.} May I not neglect a transverse component, as one does for the electron?

\textbf{A.} For the electron you may, because its Zeeman energy is large. For the nucleus the corresponding energy is $n$, which is 1.0~G at $B_0$. The hyperfine field acting on the nucleus is half of $\mathbf h$, more than 50~G. The nucleus therefore aligns with $\mathbf h$, and the applied field is the small perturbation.

\section{The splitting}

\textbf{Q.} What doublet do I then observe?

\textbf{A.} Set $n=0$. Let $K=|\mathbf h|$, and let $m=\pm\frac12$ be the nuclear projection on $\mathbf h$. The levels are $E=m_SB+m_SmK$. The microwave field acts on the electron spin and leaves the nuclear state alone, so $m$ is conserved and the transition energy is
\begin{equation}
E(+\tfrac12,m)-E(-\tfrac12,m)=B+mK .
\end{equation}
At fixed microwave energy the lines lie at $B=B_0-mK$, so their separation is $K$:
\begin{equation}
K(\theta)=\sqrt{A_\parallel^2\cos^2\theta+A_\perp^2\sin^2\theta}.
\label{eq:K}
\end{equation}
At your angle,
\begin{equation}
K=\sqrt{\frac{A_\parallel^2+2A_\perp^2}{3}}
=\sqrt{\frac{24336+16562}{3}}\ {\rm G}=116.8\ {\rm G}.
\end{equation}
This is the root mean square of the three principal couplings, whereas you took their mean. As a frequency it is 328~MHz.

\textbf{Q.} How is the 4.1~G difference related to the dipolar part?

\textbf{A.} Add the squares of the two components of $\mathbf h$ at the magic angle:
\begin{equation}
K^2=A_{\rm iso}^2+2T^2,\qquad
K-A_{\rm iso}=\frac{2T^2}{K+A_{\rm iso}}=\frac{939}{229.4}\ {\rm G}=4.1\ {\rm G}.
\end{equation}
The difference is quadratic in $T$, so it is small for a weakly anisotropic centre. It need not be small in general. Equation~(\ref{eq:K}) contains only squares. If the couplings were $+156$ and $-91$~G, the doublet at this angle would still be 116.8~G, while the isotropic coupling would be $(156-182)/3=-8.7$~G.

\section{Corrections from the electron side}

\textbf{Q.} You replaced $\mathbf S$ by its projection. Could the discarded terms restore my value?

\textbf{A.} They are too small, and we can see what they do. Choose unit vectors $\mathbf e_1,\mathbf e_2$ that form a right-handed set with $\mathbf b$. Put $\mathbf u=\mathsf A\mathbf e_1$, $\mathbf w=\mathsf A\mathbf e_2$ and $Q=(\mathbf u+i\mathbf w)\cdot\mathbf I$. The discarded part is
\begin{equation}
S_1\,\mathbf u\cdot\mathbf I+S_2\,\mathbf w\cdot\mathbf I
=\tfrac12\left(S_+Q^\dagger+S_-Q\right).
\end{equation}
It flips the electron at an energy cost $B$. Second-order perturbation theory thus adds $+Q^\dagger Q/(4B)$ to the upper electron manifold and $-QQ^\dagger/(4B)$ to the lower. For spin $1/2$, $I_iI_j=\frac14\delta_{ij}+\frac i2\epsilon_{ijk}I_k$. Since $(\mathbf u-i\mathbf w)\times(\mathbf u+i\mathbf w)=2i\,\mathbf u\times\mathbf w$,
\begin{align}
Q^\dagger Q&=\tfrac14(u^2+w^2)-(\mathbf u\times\mathbf w)\cdot\mathbf I,\\
QQ^\dagger&=\tfrac14(u^2+w^2)+(\mathbf u\times\mathbf w)\cdot\mathbf I .
\end{align}
The vector term enters both manifolds as $-(\mathbf u\times\mathbf w)\cdot\mathbf I/(4B)$. It cancels, to this order, from a transition that conserves $m$. The scalar terms have opposite signs in the two manifolds, so they raise both transition energies by $(u^2+w^2)/(8B)$.

The sum $h^2+u^2+w^2$ is the trace of $\mathsf A^2$, which is $A_\parallel^2+2A_\perp^2=3K^2$ with $K$ taken at the magic angle. There $h^2=K^2$, so $u^2+w^2=2K^2$ and the resonance condition is
\begin{equation}
B+mK+\frac{K^2}{4B}=B_0 .
\end{equation}
Both lines move down by about $K^2/(4B_0)=1.02$~G. The separation changes only because the last term is evaluated at two slightly different fields. This contributes $K^3/(4B_0^2)\approx0.04$~G, and third-order terms in the energy, not worked out here, enter at the same order in $1/B_0$.

To include them all, I diagonalized the $4\times4$ matrix of (\ref{eq:H}) numerically and solved for the fields at which a level difference matches 9.4~GHz. The separation is 116.79~G, which is 0.03~G above the first-order value. The common shift is $-1.02$~G.

\section{Where the average does appear}

\textbf{Q.} In a strong enough magnet the nucleus would follow the applied field. Would I be right there?

\textbf{A.} For the strong lines, yes. Restore $n$ and keep $B$ fixed, reading the lines as transition energies. The nuclear fields in the two electron manifolds are $\mathbf v_\pm=n\mathbf b\pm\frac12\mathbf h$, and the nuclear level spacings are their lengths,
\begin{equation}
w_\pm=\sqrt{n^2+\tfrac14K^2\pm nA_{zz}} .
\label{eq:w}
\end{equation}
The angle $\beta$ between the two fields follows from their scalar product:
\begin{equation}
\cos\beta=\frac{\mathbf v_+\cdot\mathbf v_-}{w_+w_-}=\frac{n^2-K^2/4}{w_+w_-}.
\end{equation}
Let $\epsilon,\epsilon'=\pm1$ say whether the nuclear spin is along or against its local field in the upper and lower manifold. The transition energies are $B+\frac12(\epsilon w_+-\epsilon'w_-)$, which makes four lines. The intensity is the squared overlap of the two nuclear spin states:
\begin{itemize}
\item For $\epsilon=\epsilon'$ there is an inner pair, split by $|w_+-w_-|$, with weight $\cos^2(\beta/2)$.
\item For $\epsilon=-\epsilon'$ there is an outer pair, split by $w_++w_-$, with weight $\sin^2(\beta/2)$.
\end{itemize}

\textbf{Q.} Which pair have I been calling the doublet?

\textbf{A.} The outer one. When $n$ is small, $\mathbf v_+$ and $\mathbf v_-$ are nearly opposite, $\beta$ is near $180^\circ$, and $w_++w_-$ tends to $K$. At $B_0$ the numerical diagonalization leaves a fraction of only about $10^{-5}$ of the intensity in the inner pair. The formula $\cos^2(\beta/2)$ gives $2\times10^{-5}$ and so fixes only the order of magnitude here: the second-order vector term $-(\mathbf u\times\mathbf w)\cdot\mathbf I/(4B)$, about 0.9~G, is as large as $n$ and partly cancels it. With $n=0$ the fraction would be $6\times10^{-5}$.

When $n$ is large, both nuclear fields point nearly along $\mathbf b$ and the inner pair is strong. To find its splitting at the magic angle, use $K^2/4=A_{\rm iso}^2/4+T^2/2$ in (\ref{eq:w}):
\begin{equation}
w_\pm=\sqrt{\left(n\pm\tfrac12A_{\rm iso}\right)^2+\tfrac12T^2}
\approx n\pm\tfrac12A_{\rm iso}+\frac{T^2}{4\left(n\pm\frac12A_{\rm iso}\right)} .
\end{equation}
For $n\gg A_{\rm iso}$ the last term contributes $-T^2A_{\rm iso}/(4n^2)$ to the difference, so
\begin{equation}
w_+-w_-\approx A_{\rm iso}\left(1-\frac{T^2}{4n^2}\right).
\end{equation}
This is your average, approached from below.

\textbf{Q.} How strong a magnet does that take?

\textbf{A.} The weights are equal when $\cos\beta=0$, that is, at $n=K/2$. For these couplings, with $g$ still isotropic, this is 19.4~T. The diagonalization there gives an outer splitting of 131.2~G and an inner one of 100.3~G, with weights of one half each. Neither is 112.7 or 116.8~G. As a mathematical limit, and not as a proposed experiment, take 100~T. The strong inner pair is then split by 112.5~G, and the outer pair, 603~G apart, keeps 0.28\% of the intensity.

\textbf{Q.} Then what happened to the transverse part? It seems to have disappeared from the spectrum.

\textbf{A.} It has moved into the weak lines. Take the mean square splitting, weighted by intensity:
\begin{align}
&\sin^2\tfrac\beta2\,(w_++w_-)^2+\cos^2\tfrac\beta2\,(w_+-w_-)^2\nonumber\\
&\quad=w_+^2+w_-^2-2w_+w_-\cos\beta
=|\mathbf v_+-\mathbf v_-|^2=|\mathbf h|^2=K^2 .
\end{align}
With the electron quantized along the field, this holds for any $n$. At 19.4~T the numbers give $\sqrt{(131.2^2+100.3^2)/2}=116.8$~G. At 100~T the few weak lines lie so far out that they make up the difference between 112.5 and 116.8~G.

There is a second situation in which you would find $A_{\rm iso}$. If a centre reorients isotropically, and fast compared with the anisotropy expressed as a frequency, the tensor is averaged before its effect on the nucleus is felt, and $T$ drops out. A dangling bond held by the crystal does not do this.

\section{Using the spectrum}

\textbf{Q.} Suppose I had read 116.8~G as $A_{\rm iso}$. How much harm is done?

\textbf{A.} The isotropic coupling would be 3.6\% too large. If you then took $T$ from the parallel spectrum, you would find $(156-116.76)/2=19.6$~G in place of 21.7~G, which is 9.4\% too small. The two parts measure the $s$ and $p$ character of the dangling orbital, so the error would shift the inferred hybridization. One remedy is to measure $A_\parallel$ and the magic-angle splitting $K$, and to solve
\begin{equation}
A_\perp=\sqrt{\frac{3K^2-A_\parallel^2}{2}},\qquad
A_{\rm iso}=\frac{A_\parallel+2A_\perp}{3},
\end{equation}
with the positive root if the signs are known to be equal. This inversion magnifies an error in $K$ by $3K/(2A_\perp)=1.9$: a misalignment of $1^\circ$ moves $A_\perp$ by 2.2~G and $A_{\rm iso}$ by 1.4~G, and ignoring the $g$ anisotropy discussed below moves $A_{\rm iso}$ by 0.3~G. Where the geometry allows it, reading $A_\perp$ directly at $90^\circ$ is safer, since $K(\theta)$ is stationary there and $1^\circ$ costs only about 0.03~G.

\textbf{Q.} Is there an angle at which the splitting does equal the average?

\textbf{A.} Yes, but it depends on the couplings. Write (\ref{eq:K}) as $K^2=A_\perp^2+(A_\parallel^2-A_\perp^2)\cos^2\theta$ and set $K=A_{\rm iso}$:
\begin{equation}
\cos^2\theta=\frac{A_{\rm iso}^2-A_\perp^2}{A_\parallel^2-A_\perp^2}
=\frac{12694-8281}{24336-8281}=0.275,\qquad \theta=58.4^\circ .
\end{equation}
You must know the answer before you can choose the angle. The result also tells you how well the sample must be aligned. Differentiating $K^2$ gives
\begin{equation}
\frac{dK}{d\theta}=-\frac{(A_\parallel^2-A_\perp^2)\sin\theta\cos\theta}{K},
\end{equation}
which is $-1.13$~G per degree at the magic angle. A misalignment of $3.6^\circ$ towards larger $\theta$ would produce 112.7~G and appear to confirm the belief.

\textbf{Q.} The $g$ factor of this centre is anisotropic. Does that matter at this level?

\textbf{A.} A little. Let $g_i$ be the principal $g$ values, and let $A_i$ be the couplings in gauss read along each principal axis, so that the energies are $g_i\mu_BA_i$. The electron is now quantized along the vector with components $g_ib_i/g$, where $g^2=\sum_ig_i^2b_i^2$. The hyperfine vector has components $g_i\mu_BA_i\,g_ib_i/g$. Dividing its length by $g\mu_B$ gives
\begin{equation}
K_g=\frac{1}{g^2}\sqrt{\sum_i g_i^4A_i^2b_i^2} .
\end{equation}
With the assumed inputs $g_\parallel=2.001$ and $g_\perp=2.009$, chosen to give an anisotropy of typical size and for which $g=2.0063$ at the magic angle, this is 116.5~G. The correction of $-0.2$~G is much smaller than the 4.1~G in dispute.

\textbf{Q.} And at a real interface, can I see a 4~G difference at all?

\textbf{A.} The couplings used here are in the range typical of $P_b$ at thermally oxidized Si(111), and 9.4~GHz is an ordinary spectrometer frequency. A real interface breaks the assumption of one bond axis and one pair of couplings. I can size the resulting standard deviation of each hyperfine line with assumed spreads. If both couplings scale together with a spread of 5\%, each line, at distance $K/2$ from the centre, is spread by $0.05K/2=2.9$~G. A $1^\circ$ spread of the bond axis adds $1.13/2=0.57$~G. Suppose three neighbouring silicon sites each have a 4.7\% chance of holding $^{29}$Si, which splits the line by roughly 15~G. The variance is $3\times0.047\times7.5^2$~G$^2$, a deviation of 2.8~G. About 87\% of the centres have no such neighbour, so this variance comes from weak satellites and not from a uniform widening of the line. For $5\times10^{12}$ defects per cm$^2$ a regular square array would have a spacing of 4.5~nm, and the dipole field scale $\mu_0\mu_B/(4\pi r^3)$ at that distance is 0.1~G. Randomly placed defects lie closer: their mean nearest-neighbour distance is half as large, 2.2~nm, where the same scale is 0.8~G. Neither number is the full dipolar width. A spread in the $g$ values, which would broaden the lines further, is left out of this list.

The larger broadenings are comparable with the 4~G difference. In this model they are symmetric about the line centres, to first order in the spreads, and so leave the mean separation in place. The lines are also weak, since only about 4.7\% of the centres have $^{29}$Si at the dangling-bond site. Distinguishing 117 from 113~G therefore requires fitted line centres, good signal and an orientation known to about a degree.

\textbf{Q.} So at $54.7^\circ$ the projection of the hyperfine field on my magnet is isotropic, but at 9.4~GHz the doublet measures the length of that field.

\textbf{A.} Yes. Its projection is 112.7~G, and its length is 116.8~G.

All numerical values are calculated from the stated model.
